# Lithium from one determinant of Slater 1s and 2s functions

## Problem

A lithium atom has a fixed point nucleus of charge $Z=3$ and three non-relativistic electrons. In Hartree atomic units

$$H=\sum_{i=1}^{3}h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=-\tfrac12\nabla^2-\frac Zr .$$

Two normalised, real, spherical functions are available, a Slater 1s function $s$ and a Slater 2s function $t$, with radial parts

$$R_s=2a^{3/2}e^{-ar},\qquad R_t=N\,r\,e^{-br},\qquad N=\frac{(2b)^{5/2}}{\sqrt{24}} .$$

They are not orthogonal: $S=\langle s|t\rangle\neq0$. The trial state is the determinant

$$\Psi=|\phi\alpha\;\;\phi\beta\;\;t\alpha|,\qquad \phi\propto s+c\,t ,$$

with $a$, $b$ and $c$ free.

(a) Show that the energy splits into a part independent of $c$ and the mean value of a one-electron operator in $\phi$.

(b) Evaluate all the integrals.

(c) Minimise over $c$ in closed form.

(d) Find the best exponents and the energy, and check the virial relation.

(e) Compare with the determinant whose core is the bare function $s$ ($c=0$), and with the number obtained by ignoring $S$.

## Solution

### (a) Splitting the energy

A determinant does not change when a multiple of one column is added to another. Subtracting $c$ times the column $t\alpha$ from the column $\phi\alpha=(s+ct)\alpha$ leaves $s\alpha$. Subtracting $S$ times $s\alpha$ from $t\alpha$ then leaves $(t-Ss)\alpha$. The squared norm of $t-Ss$ is $1-2S^2+S^2=1-S^2$, so we define

$$D=1-S^2,\qquad u=\frac{t-Ss}{\sqrt D},$$

and $s$ and $u$ are orthonormal. Up to a constant factor, $\Psi$ is $|s\alpha\;\phi\beta\;u\alpha|$. The two $\alpha$ electrons fill the whole space spanned by $s$ and $t$, whatever $c$ is; $c$ affects the $\beta$ electron alone.

The state is also a pure doublet. The spin-raising operator can act on $\phi\beta$ alone, and it produces a second column $\phi\alpha$ in the original determinant, which then vanishes. A state with $M_S=\tfrac12$ that is annihilated by the raising operator has total spin $\tfrac12$.

Write $(fg|kl)$ for the repulsion between the densities $fg$ and $kl$. With $\phi$ normalised, the three spin orbitals $s\alpha$, $u\alpha$, $\phi\beta$ are orthonormal. Each pair contributes a Coulomb term, and the pair of parallel spins also contributes an exchange term:

$$E=\underbrace{h_{ss}+h_{uu}+(ss|uu)-(su|su)}_{E_\alpha}+\underbrace{h_{\phi\phi}+(\phi\phi|ss)+(\phi\phi|uu)}_{\langle\phi|F|\phi\rangle}.$$

Here $F$ is $h$ plus the repulsion from the density $s^2+u^2$. That density does not depend on $\phi$, so no self-consistency cycle is needed.

To return to the original functions, insert $u$:

$$h_{uu}=\frac{h_{tt}-2Sh_{st}+S^2h_{ss}}D,$$

$$(ss|uu)=\frac{(ss|tt)-2S(ss|st)+S^2(ss|ss)}D,$$

$$(su|su)=\frac{(st|st)-2S(ss|st)+S^2(ss|ss)}D .$$

The last two terms of each repulsion integral cancel in the difference, which gives

$$E_\alpha=h_{ss}+\frac{h_{tt}-2Sh_{st}+S^2h_{ss}+(ss|tt)-(st|st)}D .$$

For the density, $Ds^2+(t-Ss)^2=s^2+t^2-2S\,st$, because $D+S^2=1$. Hence, for $f$ and $g$ each equal to $s$ or $t$,

$$F_{fg}=h_{fg}+\frac{(fg|ss)+(fg|tt)-2S(fg|st)}D .$$

### (b) The integrals

All of them follow from $\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}$. Let

$$p=a+b,\quad w=3a+b,\quad m=a+3b,\quad A=2a^{3/2}N,$$

so that $R_sR_t=A\,r\,e^{-pr}$. With the volume factor $r^2$,

$$S=A\int_0^\infty r^3e^{-pr}dr=\frac{6A}{p^4}.$$

**One-electron integrals.** For a spherical function $\nabla^2R=R''+2R'/r$. Since $R_s'=-aR_s$ and $R_s''=a^2R_s$,

$$h\,s=\left[-\frac{a^2}2+\frac{a-Z}r\right]s .$$

The mean of $1/r$ in $s$ is $4a^3\int_0^\infty re^{-2ar}dr=a$, and $\langle t|1/r|s\rangle=A\int_0^\infty r^2e^{-pr}dr=2A/p^3$. Therefore

$$h_{ss}=\frac{a^2}2-Za,\qquad h_{st}=-\frac{a^2}2S+\frac{2(a-Z)A}{p^3}.$$

For $t$ we integrate the kinetic energy by parts; the boundary term $r^2R_tR_t'$ vanishes at both ends. With $R_t'=N(1-br)e^{-br}$,

$$\frac12\int_0^\infty r^2R_t'^2dr=\frac{N^2}2\left[\frac2{(2b)^3}-\frac{12b}{(2b)^4}+\frac{24b^2}{(2b)^5}\right]=\frac{N^2}{2(2b)^3}(2-6+6)=\frac{b^2}6 .$$

The mean of $1/r$ is $6N^2/(2b)^4=b/2$, so

$$h_{tt}=\frac{b^2}6-\frac{Zb}2 .$$

**Potentials.** A normalised spherical density $R^2$ has the potential

$$V(r)=\frac1r\int_0^rR^2r'^2dr'+\int_r^\infty R^2r'dr'=\frac1r-\int_r^\infty R^2\left(\frac{r'^2}r-r'\right)dr' .$$

For $s^2$ put $k=2a$. The tail integrals are $\int_r^\infty r'^2e^{-kr'}dr'=e^{-kr}(r^2/k+2r/k^2+2/k^3)$ and $\int_r^\infty r'e^{-kr'}dr'=e^{-kr}(r/k+1/k^2)$. The first divided by $r$, minus the second, is $e^{-kr}[1/k^2+2/(k^3r)]$. Multiplication by $4a^3$ gives

$$V_s=\frac1r-e^{-2ar}\left(\frac1r+a\right).$$

For $t^2$ put $k=2b$. The same procedure with $r'^4$ and $r'^3$ leaves

$$e^{-kr}\left[\frac{r^2}{k^2}+\frac{6r}{k^3}+\frac{18}{k^4}+\frac{24}{k^5r}\right],$$

where the coefficients are the differences $4-3$, $12-6$ and $24-6$, and the terms in $r^3/k$ have cancelled. Multiplication by $N^2=k^5/24$ gives

$$V_t=\frac1r-e^{-2br}\left(\frac1r+\frac{3b}2+b^2r+\frac{b^3r^2}3\right).$$

**Repulsion integrals.** Averaging $V_s$ over the three densities gives

$$(ss|ss)=a-4a^3\left[\frac1{(4a)^2}+\frac{2a}{(4a)^3}\right]=a-\frac{3a}8=\frac{5a}8,$$

$$(ss|tt)=\frac b2-N^2\left[\frac6{(2p)^4}+\frac{24a}{(2p)^5}\right],$$

$$(ss|st)=A\left[\frac2{p^3}-\frac2{w^3}-\frac{6a}{w^4}\right].$$

Averaging $V_t$ over $st$ gives

$$(tt|st)=A\left[\frac2{p^3}-\frac2{m^3}-\frac{9b}{m^4}-\frac{24b^2}{m^5}-\frac{40b^3}{m^6}\right].$$

Averaging it over $t^2$, with $N^2=4b^5/3$, gives

$$(tt|tt)=\frac b2-\frac{4b^5}3\,\frac{6+9+7.5+3.75}{(4b)^4}=\frac{128b-35b}{256}=\frac{93b}{256}.$$

In the exchange integral both densities are $\rho=A\,re^{-pr}$. The regions $r'<r$ and $r'>r$ contribute equally, so

$$(st|st)=2\int_0^\infty r\rho(r)\left[\int_0^r\rho(r')r'^2dr'\right]dr .$$

The inner integral is $A\left[6/p^4-e^{-pr}(r^3/p+3r^2/p^2+6r/p^3+6/p^4)\right]$. Multiplying by $A\,r^2e^{-pr}$ and integrating term by term,

$$(st|st)=\frac{2A^2}{p^7}\left[12-\frac{120}{64}-\frac{72}{32}-\frac{36}{16}-\frac{12}8\right]=\frac{2A^2}{p^7}\cdot\frac{33}8=\frac{33A^2}{4p^7}.$$

### (c) The best core orbital

Every real normalised $\phi$ in the space can be written $\phi=s\cos\theta+u\sin\theta$. The matrix elements with $u$ are

$$F_{su}=\frac{F_{st}-SF_{ss}}{\sqrt D},\qquad F_{uu}=\frac{F_{tt}-2SF_{st}+S^2F_{ss}}D,$$

and the mean value to be minimised is

$$\langle\phi|F|\phi\rangle=\frac{F_{ss}+F_{uu}}2+\frac{F_{ss}-F_{uu}}2\cos2\theta+F_{su}\sin2\theta .$$

The last two terms form a single sinusoid in $2\theta$, whose lowest value is minus its amplitude. The minimum is therefore the lower eigenvalue of the $2\times2$ matrix,

$$\varepsilon=\frac{F_{ss}+F_{uu}}2-\sqrt{\left(\frac{F_{ss}-F_{uu}}2\right)^2+F_{su}^2},\qquad E(a,b)=E_\alpha+\varepsilon .$$

The first row of the eigenvalue equation, $F_{ss}\cos\theta+F_{su}\sin\theta=\varepsilon\cos\theta$, fixes the angle. Collecting the coefficients of $s$ and $t$ in $\phi$ then fixes $c$:

$$\tan\theta=\frac{\varepsilon-F_{ss}}{F_{su}},\qquad c=\frac{\tan\theta}{\sqrt D-S\tan\theta}.$$

The bare core has $\theta=0$ and energy $E_\alpha+F_{ss}$. If $|F_{su}|$ is small compared with $\Delta=F_{uu}-F_{ss}>0$, expanding the root gives $\varepsilon\approx F_{ss}-F_{su}^2/\Delta$. To leading order the mixing lowers the energy by $F_{su}^2/\Delta$.

**A limiting case.** Let $b\to0$, so that the outer electron moves away to infinity. Then $N$, $A$ and $S$ vanish, and with them every integral that contains $t$. The coupling $F_{su}$ vanishes while $\Delta$ stays finite, so the mixing disappears too. What remains is the two-electron ion,

$$E\to2h_{ss}+(ss|ss)=a^2-\left(2Z-\tfrac58\right)a ,$$

with its minimum at $a=Z-\tfrac5{16}=2.6875$. This is a good first guess for the core exponent of the atom.

### (d) Exponents and energy

The function $E(a,b)$ is now explicit, but its stationarity conditions have no convenient closed solution, so it is minimised numerically. Starting from $a=2.70$, $b=0.65$, where $E=-7.418333$ hartree, the search ends at

$$a=2.691\ \text{bohr}^{-1},\qquad b=0.640\ \text{bohr}^{-1}.$$

The energy can be assembled by hand from the integrals at the optimum, which to four decimals is $a=2.6906$ and $b=0.6396$ (the integrals are evaluated with the full-precision exponents). There $S=0.162673$ and $D=0.973538$. The other integrals, in hartree, are:

| Integral | Value | Integral | Value |
|---|---|---|---|
| $h_{ss}$ | $-4.452147$ | $(st\vert st)$ | $0.020196$ |
| $h_{tt}$ | $-0.891230$ | $(ss\vert tt)$ | $0.318666$ |
| $h_{st}$ | $-0.644701$ | $(ss\vert st)$ | $0.161144$ |
| $(ss\vert ss)$ | $1.681647$ | $(tt\vert st)$ | $0.050583$ |
| $(tt\vert tt)$ | $0.232358$ | | |

For the $\alpha$ pair,

$$E_\alpha=-4.45215+\frac{-0.89123+0.20975-0.11782+0.31867-0.02020}{0.97354}=-4.9666 .$$

For the $\beta$ electron in the bare function $s$,

$$F_{ss}=-4.45215+\frac{1.68165+0.31867-0.05243}{0.97354}=-2.4513 .$$

In the same way $F_{st}=-0.43397$ and $F_{tt}=-0.34213$. In the orthonormal basis these become $F_{su}=-0.03568$ and $F_{uu}=-0.27304$. The coupling is small compared with $\Delta=2.1783$, and the estimate of the gain is

$$\frac{F_{su}^2}\Delta=\frac{(0.03568)^2}{2.1783}=0.00058\ \text{hartree}.$$

The full root gives $\varepsilon=-2.451899$, which is also $0.00058$ below $F_{ss}$. Hence

$$E=E_\alpha+\varepsilon=-4.966583-2.451899=-7.4185\ \text{hartree}=-201.87\ \text{eV}.$$

The mixing is slight: $\tan\theta=0.0164$ and $c=0.0166$. The coefficient is positive because $F_{su}$ is negative. As $b<a$, the added function decays more slowly than $s$, so the core orbital gains amplitude at larger $r$ that a single exponential cannot supply. Between about 1 and 3 bohr this moves it toward the Hartree–Fock core orbital. Farther out it overshoots, by a factor of about 4 at 4 bohr and more than 10 at 5 bohr, because the far tail is dictated by the valence exponent $b$ and is an artefact of the two-function basis.

**Is this a minimum?** Moving one exponent by $0.05$ in either direction raises the energy:

| Displacement | $E$ (hartree) |
|---|---|
| $a-0.05$ | $-7.416104$ |
| $a+0.05$ | $-7.416099$ |
| $b-0.05$ | $-7.416997$ |
| $b+0.05$ | $-7.416986$ |

The mean rises are $0.00238$ for $a$ and $0.00149$ for $b$. Equating each to $\tfrac12E''(0.05)^2$ gives curvatures of about $1.90$ and $1.19$. These account for the energy at the starting point, which lay $0.0094$ and $0.0104$ from the optimum:

$$\tfrac12(1.90)(0.0094)^2+\tfrac12(1.19)(0.0104)^2\approx0.00015\ \text{hartree},$$

in agreement with the difference $7.418482-7.418333$. This sum leaves out the mixed term, $\partial^2E/\partial a\,\partial b$ times the product of the two displacements. Both exponents were displaced, so the agreement shows that the mixed derivative is small compared with the two curvatures, and the energy rises in oblique directions as well. The energy is thus much less sensitive than the exponents, since its error is quadratic in theirs. A coarse scan over $0.5\le a\le5$ and $0.2\le b\le5$ found no lower value; this supports the minimum being the global one in that range but does not prove it.

**Virial relation.** Replacing $a,b$ by $\lambda a,\lambda b$ at fixed $c$ contracts the whole wave function by the factor $\lambda$. The kinetic energy becomes $\lambda^2T$ and the potential energy $\lambda V$. At the optimum the derivative of $\lambda^2T+\lambda V$ at $\lambda=1$ must vanish:

$$2T+V=0\quad\Rightarrow\quad E=T+V=-T .$$

The kinetic energy computed separately is $T=7.418482$ hartree, as required. The relation checks the optimisation of the overall scale. It does not measure the quality of the trial function, since any trial function with an optimised scale satisfies it.

**Meaning of the energy.** By the variational principle $-7.4185$ hartree is an upper bound to the ground-state energy of the Hamiltonian stated above. Two things are missing from the trial state. Two radial functions cannot represent the best possible orbitals: in a large basis the same type of determinant reaches $-7.4327$ hartree, $0.014$ lower, which is about 25 times the gain from core mixing. One determinant also leaves out electron correlation, which lowers the energy by a further $0.04$ to $0.05$ hartree, to about $-7.48$. Nuclear motion and relativity are absent from the Hamiltonian itself.

### (e) Bare core and neglected overlap

**Bare core.** Setting $c=0$ at the same exponents gives

$$E_\alpha+F_{ss}=-4.966583-2.451314=-7.4179\ \text{hartree}.$$

Optimising the exponents for this more restricted determinant moves them to $a=2.686$ and $b=0.637$. The energy improves by only $0.00002$ hartree, from $-7.417898$ to $-7.417919$. The remaining $0.00056$ hartree cannot be recovered by adjusting exponents; it needs the admixture of $t$ in the core. The values $2.691$, $0.640$ and $-7.4185$ therefore belong to the determinant with an optimised core orbital, not to the one with a bare 1s function, although both retain the overlap in full.

**Neglected overlap.** Suppose $s$ and $t$ are treated as if they were orthogonal, with a bare core and the same exponents. The energy expression becomes

$$E_0=2h_{ss}+(ss|ss)+\left[h_{tt}+2(ss|tt)-(st|st)\right].$$

The first two terms describe the core and amount to $-7.2226$ hartree. The bracket is the contribution of the outer electron:

$$-0.89123+0.63733-0.02020=-0.2741 ,$$

so $E_0=-7.4967$ hartree. This lies $0.0788$ hartree below the correct bare-core value, an error more than a hundred times the gain from core mixing.

To find its origin, write the bare-core energy in the same form. The bracket is replaced by

$$\frac{\left[h_{tt}+2(ss|tt)-(st|st)\right]-2Sh_{st}+S^2h_{ss}-2S(ss|st)+S^2(ss|ss)}D ,$$

which is numerically

$$\frac{-0.2741+0.2098-0.1178-0.0524+0.0445}{0.9735}=-0.1953 .$$

The individual corrections largely cancel, so it is clearer to split the change into kinetic, nuclear and repulsion parts. An $\alpha$ electron already occupies $s$, so the determinant places the outer electron in $u$, not in $t$, and orthogonality to $s$ gives $u$ a radial node. From $S=6A/p^4$ we have $\langle s|1/r|t\rangle=2A/p^3=Sp/3=0.18058$, so the nuclear part of $h_{st}$ is $-0.54174$ and its kinetic part is $-0.10296$. The kinetic energy of the outer electron rises from $b^2/6=0.06818$ in $t$ to $(0.06818+0.03350+0.09579)/D=0.20284$ in $u$. Its attraction to the nucleus becomes stronger, from $-Zb/2=-0.95941$ to $(-0.95941+0.17625-0.21360)/D=-1.02386$. The repulsion terms of the bracket rise from $0.61714$ to $0.62577$. The three changes, $+0.13465$, $-0.06444$ and $+0.00863$, add up to $0.07884$. The formula without $S$ is too low mainly because it omits the kinetic energy that orthogonality to the core demands.

The lower number is therefore no improvement. $E_0$ is not the mean value of $H$ in the determinant built from these functions, so the variational principle gives no assurance that it lies above the ground-state energy; in fact it lies about $0.02$ hartree below the correlated value of about $-7.48$. The formula becomes correct when $S\to0$, as in the limit $b\to0$ above. At the lithium optimum, $S=0.163$ is far too large for it to serve.

The numerical output below lists the values to more digits.

## Calculated quantities

```
nuclear charge Z = 3
optimal 1s exponent a = 2.6906 bohr^-1
optimal 2s exponent b = 0.6396 bohr^-1
overlap S = 0.162673
D = 1 - S^2 = 0.973538
h_ss = -4.452147 hartree
h_tt = -0.891230 hartree
h_st = -0.644701 hartree
(ss|ss) = 1.681647 hartree
(tt|tt) = 0.232358 hartree
(st|st) = 0.020196 hartree
(ss|tt) = 0.318666 hartree
(ss|st) = 0.161144 hartree
(tt|st) = 0.050583 hartree
E_alpha = -4.966583 hartree
F_ss = -2.451314 hartree
F_st = -0.433967 hartree
F_tt = -0.342133 hartree
F_su = -0.035681 hartree
F_uu = -0.273036 hartree
eps = -2.451899 hartree
tan(theta) = 0.01638
mixing c in phi ~ s + c t = 0.01664
minimum energy E = -7.418482 hartree
minimum energy E = -201.867 eV
kinetic energy T at minimum = 7.418482 hartree
bare core, same exponents: E = -7.417898 hartree
gain from mixing, same exponents = 0.000584 hartree
gain estimated from F_su = 0.000584 hartree
bare core, own optimum: a = 2.6864 bohr^-1
bare core, own optimum: b = 0.6373 bohr^-1
bare core, own optimum: E = -7.417919 hartree
overlap dropped, same exponents: -7.496740 hartree
spurious lowering vs bare core = 0.078842 hartree
start a=2.70, b=0.65: E = -7.418333 hartree
shift a by -0.05, b by +0.00: E = -7.416104 hartree
shift a by +0.05, b by +0.00: E = -7.416099 hartree
shift a by +0.00, b by -0.05: E = -7.416997 hartree
shift a by +0.00, b by +0.05: E = -7.416986 hartree
```
